# Field-driven hopping of an oxygen vacancy: sinh law and Nernst-Einstein mobility, part 2

An oxygen vacancy of charge \(q\) moves along a row of sites with spacing \(a\) in a uniform field \(E\). We seek its mean velocity \(v\), diffusion coefficient \(D\) and low-field mobility \(\mu\). The elementary charge is one, \(\theta = k_B T\), and the potential, with zero-field barrier \(U\), is

\[ V(x) = V_0(x) - Fx , \qquad V_0(x) = -\frac{U}{2} \cos\frac{2\pi x}{a} . \]

The first derivation (the first half) treats a vacancy of mass \(M\) that thermalizes in each well and does not turn back at once after a crossing. Its hop rates to the right and left are fluxes over the saddles \(x_\pm\):

\[ k_\pm = \sqrt{ \frac{\theta}{2\pi M} } \; \frac{ e^{-V(x_\pm)/\theta} }{ Z } , \]

where \(Z\) is the integral of \(e^{-V/\theta}\) over the well. With \(k_0\) the zero-field rate in each direction, it gave

\[ v = 2 a k_0 \, R(F) \, \sinh\!\left( \frac{F a}{2\theta} \right) , \qquad F = qE , \qquad R(0) = 1 , \]

\[ v = \mu E , \qquad \mu = \frac{qD}{\theta} , \qquad D = a^2 k_0 , \]

the last line at low field. The sinh law sets \(R = 1\). It needs \(U \gg \theta\), \((Fa)^2 \ll 2\pi^2 U \theta\) and enough damping for capture in the next well.

For high barriers \(k_0 \approx \nu_0 e^{-U/\theta}\), too high by the fraction \(\theta/4U\), with \(\nu_0 = \sqrt{K/M}/2\pi\) and well curvature \(K = 2\pi^2 U/a^2\). With \(f = Fa/\pi U\), the barriers to the right and left and the factor \(R\) are

\[ B_\pm = U + S(F) \mp \frac{Fa}{2} , \qquad S = U \left[ \sqrt{1-f^2} + f \arcsin f - 1 \right] , \]

\[ R(F) \approx (1-f^2)^{1/4} \, e^{-S(F)/\theta} . \]

The second derivation assumes strong friction with coefficient \(\gamma\), the force per unit velocity. The probability density \(P\) carries the current

\[ J = -\frac{V'}{\gamma} P - D_f \frac{dP}{dx} , \qquad D_f = \frac{\theta}{\gamma} . \]

Here \(D_f\) describes a flat potential and is not \(D\).

The example uses \(a = 3\) Å, \(U = 0.7\) eV, \(q = 2\), \(M = 16\) u and \(T = 400\) K; \(h\) is Planck's constant.

### The stationary velocity

With \(1/\gamma = D_f/\theta\) the current can be written as one derivative:

\[ J = -D_f \, e^{-V/\theta} \, \frac{d}{dx} \left( e^{V/\theta} P \right) . \]

Let \(P(x)\) be the density folded into one period, so that it is periodic and its integral over one period is one. In the stationary state \(J\) is constant. The mean velocity is the integral of the current over the period, \(v = aJ\).

Multiply the equation by \(e^{V/\theta}/D_f\) and integrate from \(x\) to \(x+a\). Since \(V(x+a) = V(x) - Fa\) and \(P(x+a) = P(x)\),

\[ \frac{J}{D_f} \int_x^{x+a} e^{V(y)/\theta} \, dy = e^{V(x)/\theta} P(x) \left( 1 - e^{-Fa/\theta} \right) . \]

Solve for \(P(x)\), integrate over one period, and set the result equal to one. This gives \(J\), and with it

\[ v = \frac{ a D_f \left( 1 - e^{-Fa/\theta} \right) }{ W } , \qquad W = \int_0^a dx \int_x^{x+a} dy \; e^{[V(y)-V(x)]/\theta} . \]

Write \(y = x + s\). The field contributes \(-Fs\) to the energy difference, and

\[ W = \int_0^a g(s) \, e^{-Fs/\theta} \, ds , \qquad g(s) = \int_0^a e^{[V_0(x+s) - V_0(x)]/\theta} \, dx . \]

The numerator equals \(2e^{-Fa/2\theta} \sinh(Fa/2\theta)\) times \(aD_f\). Moving the exponential into the denominator gives

\[ v = \frac{2aD_f}{C(F)} \sinh\!\left( \frac{Fa}{2\theta} \right) , \qquad C(F) = \int_0^a g(s) \, e^{F(a/2-s)/\theta} \, ds . \]

The function \(g\) is symmetric about \(s = a/2\). Periodicity turns \(V_0(x+a-s)\) into \(V_0(x-s)\), and replacing \(x\) by \(-x\) in the even potential then gives \(g(a-s) = g(s)\). Only the even part of the exponential survives:

\[ C(F) = \int_0^a g(s) \cosh\!\left( \frac{F(s-a/2)}{\theta} \right) ds . \]

Thus \(C\) is even in \(F\). Define \(k_0 = D_f/C(0)\) and \(R(F) = C(0)/C(F)\), and the velocity has the form found in the first half. Since \(g\) is positive and the hyperbolic cosine is at least one, \(R \le 1\) in this model: the sinh law built on the zero-field rate is never below the true velocity for \(F > 0\).

The barrier has not yet been assumed high. For \(U = 0\) one has \(g = a\) and \(C = (2a\theta/F) \sinh(Fa/2\theta)\), so the hyperbolic sine cancels and \(v = D_f F/\theta = F/\gamma\), as it must for a free particle with friction. The factorized form alone therefore does not establish a sinh law. The high barrier does that, by making \(R\) vary slowly.

### Diffusion without a field

To obtain the Nernst-Einstein relation, \(D\) has to be found separately from the drift. Start the vacancy at \(x = 0\) with \(F = 0\), and let \(T(x)\) be the mean time to reach either \(-a\) or \(+a\) from \(x\). During a short time \(dt\) the mean displacement is \(-V_0' dt/\gamma\) and the mean squared displacement is \(2D_f dt\). Expanding \(T(x) = dt + \langle T(x+dx) \rangle\) gives

\[ D_f T'' - \frac{V_0'}{\gamma} T' = D_f \, e^{V_0/\theta} \frac{d}{dx} \left( e^{-V_0/\theta} T' \right) = -1 , \qquad T(\pm a) = 0 . \]

By symmetry \(T'(0) = 0\). Integrating once from zero, and then from \(0\) to \(a\), gives

\[ T(0) = \frac{1}{D_f} \int_0^a dx \, e^{V_0(x)/\theta} \int_0^x dy \, e^{-V_0(y)/\theta} . \]

Reflection about \(a/2\) leaves \(V_0\) unchanged and turns the inner range \(0<y<x\) into \(x<y<a\). The two double integrals are therefore equal, and each is half of the unrestricted product:

\[ T(0) = \frac{I_+ I_-}{2D_f} , \qquad I_\pm = \int_0^a e^{\pm V_0(x)/\theta} \, dx . \]

After each such time the vacancy has moved by \(+a\) or \(-a\) with equal probability, and by symmetry the direction is independent of the time taken. The mean squared displacement grows by \(a^2\) per mean time \(T(0)\). The part of the motion since the last arrival stays within one spacing and does not affect the long-time growth rate. Hence

\[ D = \frac{a^2}{2T(0)} = \frac{a^2 D_f}{I_+ I_-} . \]

At zero field \(W\) is the integral of \(e^{-V_0(x)/\theta}\) times an integral of \(e^{V_0(y)/\theta}\) over a full period, so \(C(0) = I_+ I_-\). It follows that \(D = a^2 D_f/C(0) = a^2 k_0\). The low-field velocity is \(v = 2ak_0 (Fa/2\theta) = DF/\theta\), and \(\mu = qD/\theta\) again. In this model the relation holds for any barrier height.

### High barriers

For the cosine potential the difference of two cosines gives

\[ V_0(x+s) - V_0(x) = U \sin\frac{\pi s}{a} \, \sin\!\left( \frac{2\pi x}{a} + \frac{\pi s}{a} \right) . \]

Put \(s = a/2 + \sigma\) and \(z = (U/\theta) \cos(\pi\sigma/a)\). For large \(z\) the integral over \(x\) comes from the neighbourhood of the maximum of the last sine, where the exponent is \(z - \tfrac12 z (2\pi\delta/a)^2\) at a distance \(\delta\) from it. The Gaussian integral is \(g \approx a\,e^z/\sqrt{2\pi z}\).

Because \(g\) is even in \(\sigma\), the hyperbolic cosine in \(C(F)\) may be replaced by \(e^{F\sigma/\theta}\). The exponent \([U\cos(\pi\sigma/a) + F\sigma]/\theta\) is largest where \(\sin(\pi\sigma/a) = f\), and its value there is \((U+S)/\theta\). Its second derivative is \(-\pi^2 U\sqrt{1-f^2}/(a^2\theta)\). The second Gaussian integral gives

\[ C(F) \approx \frac{a}{\sqrt{2\pi U\sqrt{1-f^2}/\theta}} \sqrt{ \frac{2\pi a^2\theta}{\pi^2 U\sqrt{1-f^2}} } \; e^{(U+S)/\theta} = \frac{a^2\theta}{\pi U\sqrt{1-f^2}} \; e^{(U+S)/\theta} . \]

Therefore

\[ k_0 \approx \frac{\pi U}{a^2\gamma} \, e^{-U/\theta} = \frac{K}{2\pi\gamma} \, e^{-U/\theta} , \qquad R(F) \approx \sqrt{1-f^2} \; e^{-S/\theta} . \]

### What each derivation assumes

Both derivations use classical motion, independent vacancies, a periodic path and the work \(Fa\) per period. In both, the factor \(\sinh(Fa/2\theta)\) comes from this work combined with thermal weights. The exponential \(e^{-S/\theta}\) is also common to both, since it reflects the energies of the wells and saddles.

The first derivation assumes thermal equilibrium in each well and no return after a crossing, and its rate depends on the mass. The second assumes strong friction. It includes returns across the saddle and needs no division into hops, but its rate depends on \(\gamma\). For high barriers the ratio of the second \(k_0\) to the first is \(\sqrt{KM}/\gamma\). Strong friction means \(\gamma \gg \sqrt{KM}\), so the ratio is then small, and the first formula would overestimate the rate. Neither derivation covers weak friction, where a vacancy that crosses a saddle can pass over several wells. There \(D\) can exceed \(a^2\) times the flux rate and \(R\) can rise well above one, even though \((Fa)^2 \ll 2\pi^2 U\theta\). For \(U/\theta = 8\) and \(\gamma = 0.1\sqrt{KM}\) the equation of motion with both inertia and friction gives \(R \approx 1.3\) at \(Fa/2\theta = 1\). The Nernst-Einstein relation is unaffected, because \(D\) and \(\mu\) contain the same \(k_0\).

The prefactors of \(R\) differ as well. The flux rate contains the square root of the well curvature. The friction rate contains \(\sqrt{1-f^2}\), the factor by which the curvatures at the well and at the saddle are both reduced. This difference is small where the sinh law is good.

### Worked example

The following round parameters describe a model, not a particular oxide: \(a = 3\) Å, \(U = 0.7\) eV, \(q = 2\), \(M = 16\) u and \(T = 400\) K. The numbers belong to the first derivation, except for one prefactor of \(R\) from the friction model, quoted at the end for comparison. The program does not test the friction model.

The thermal energy is 0.03447 eV, so \(U/\theta = 20.3\). With \(\nu_0 = 4.84\times10^{12}\) s⁻¹ the harmonic rate is \(7.34\times10^3\) s⁻¹. Integration over the actual well gives \(k_0 = 7.24\times10^3\) s⁻¹. The harmonic value is 1.31 percent too high relative to this, close to the leading estimate \(\theta/4U\) of 1.23 percent. Then

\[ D = 3^2 \times 7.24\times10^3 = 6.52\times10^4 \ \text{Å}^2/\text{s} , \]

\[ \mu = \frac{2 \times 6.52\times10^4}{0.03447} = 3.78\times10^6 \ \text{Å}^2/(\text{V s}) . \]

These are \(6.5\times10^{-12}\) cm²/s and \(3.8\times10^{-10}\) cm²/(V s). Tunnelling and the quantization of vibrations are left out. With \(h\nu_0/\theta = 0.58\) the harmonic estimates of these two effects each raise the rate by about \((h\nu_0/\theta)^2/24 = 1.4\) percent, about 3 percent together, so the digits describe the classical model only.

As a test, the rates from numerically located saddles and integrated wells were used to propagate the probabilities on a finite chain of sites. The mobility from the drift agreed with \(qD/\theta\), with \(D\) taken from the spreading, to within one part in \(10^5\). Since the chain uses the flux rates of the first derivation, this checks the algebra and the harmonic approximation, not the assumptions about the dynamics.

At \(E = 0.03\) V/Å, or 3 MV/cm, the work per period is \(Fa = 2 \times 0.03 \times 3 = 0.18\) eV and \(Fa/2\theta = 2.61\). The sinh law gives

\[ v = 2 \times 3 \times 7.24\times10^3 \times \sinh(2.61) \approx 2.94\times10^5 \ \text{Å/s} . \]

The barrier shift is \(S = 0.00235\) eV, so \(e^{-S/\theta} = 0.934\). With the prefactor 0.998 the corrected velocity is \(2.74\times10^5\) Å/s. The velocities at four fields, in Å/s, are:

| \(E\) (V/Å) | linear | sinh | with \(R\) | chain |
|---|---|---|---|---|
| 0.001 | 3.782e3 | 3.786e3 | 3.786e3 | 3.786e3 |
| 0.01 | 3.78e4 | 4.28e4 | 4.24e4 | 4.24e4 |
| 0.03 | 1.13e5 | 2.94e5 | 2.74e5 | 2.74e5 |
| 0.1 | 3.78e5 | 1.31e8 | 6.00e7 | 5.98e7 |

The sinh law exceeds the linear law by ten percent at \(Fa/2\theta = 0.763\), which is 0.0088 V/Å or 0.88 MV/cm. The chain velocity there is 9.3 percent above the linear law, because \(R\) is already slightly below one.

The last row, at 0.1 V/Å or 10 MV/cm, lies above the breakdown field of many oxides. It shows how the formulas behave at strong tilt and is not meant as an operating point of a device. The rows at 1 and 3 MV/cm are relevant at most to thin films, since bulk ceramics usually break down at lower fields. At 0.1 V/Å the barriers are 0.426 eV to the right and 1.026 eV to the left. Their mean exceeds \(U\) by 0.026 eV, which is 0.76 of \(\theta\), and the sinh law is too high by a factor of 2.19 relative to the chain. The corrected formula is within 0.3 percent of the chain. That remainder comes from the harmonic treatment of the well, the one approximation that separates the two columns. At this field \(f = 0.1/0.3665 = 0.273\), where 0.3665 V/Å is the field at which the wells vanish. The prefactor of \(R\) is 0.981 in the first derivation and 0.962 in the second, so the choice of dynamics changes \(R\) by about two percent, while the barrier shift lowers it by more than half. The numerical output lists the barriers and velocities at all four fields; the separate factors of \(R\) follow from the formulas above.

## Values computed for the example and the checks

```
site spacing a = 3.0 angstrom
zero-field barrier U = 0.70 eV
vacancy charge q = 2 e
effective mass M = 16 u
temperature T = 400 K
thermal energy kT = 0.03447 eV
U/kT = 20.308 (no unit)
attempt frequency nu0 = 4.8427e+12 1/s
h nu0/kT = 0.581 (no unit)
harmonic hop rate = 7.3362e+03 1/s
quadrature hop rate k0 = 7.2415e+03 1/s
harmonic excess = 1.308 percent
leading estimate kT/4U = 1.231 percent
diffusion D = 6.5174e+04 angstrom^2/s
diffusion D = 6.5174e-12 cm^2/s
mobility from drift = 3.78155e+06 angstrom^2/(V s)
mobility qD/kT = 3.78154e+06 angstrom^2/(V s)
mobility qD/kT = 3.7815e-10 cm^2/(V s)
ten-percent argument Fa/2kT = 0.7634 (no unit)
ten-percent field = 0.00877 V/angstrom
ten-percent field = 0.877 MV/cm
chain/linear velocity there = 1.0934 (no unit)
field where wells vanish = 0.3665 V/angstrom
field E = 0.001 V/angstrom = 0.1 MV/cm
  Fa/2kT = 0.0870; sinh/chain = 1.0001 (no unit)
  barriers right, left = 0.69700, 0.70300 eV; shift = 2.605e-06 eV
  linear, sinh velocity = 3.7815e+03, 3.7863e+03 angstrom/s
  corrected, chain velocity = 3.7860e+03, 3.7860e+03 angstrom/s
field E = 0.010 V/angstrom = 1.0 MV/cm
  Fa/2kT = 0.8703; sinh/chain = 1.0078 (no unit)
  barriers right, left = 0.67026, 0.73026 eV; shift = 2.606e-04 eV
  linear, sinh velocity = 3.7815e+04, 4.2774e+04 angstrom/s
  corrected, chain velocity = 4.2444e+04, 4.2443e+04 angstrom/s
field E = 0.030 V/angstrom = 3.0 MV/cm
  Fa/2kT = 2.6110; sinh/chain = 1.0725 (no unit)
  barriers right, left = 0.61235, 0.79235 eV; shift = 2.346e-03 eV
  linear, sinh velocity = 1.1345e+05, 2.9414e+05 angstrom/s
  corrected, chain velocity = 2.7432e+05, 2.7426e+05 angstrom/s
field E = 0.100 V/angstrom = 10.0 MV/cm
  Fa/2kT = 8.7034; sinh/chain = 2.1874 (no unit)
  barriers right, left = 0.42622, 1.02622 eV; shift = 2.622e-02 eV
  linear, sinh velocity = 3.7815e+05, 1.3085e+08 angstrom/s
  corrected, chain velocity = 5.9984e+07, 5.9821e+07 angstrom/s
```
